Discrete multipole errors of PAW compensation charges sampled on a grid

**Exact discrete multipoles and consistent forces for PAW compensation charges on a grid**

**Definitions and conventions**

Hartree atomic units are used. Electrons count as positive charge and v is the potential energy of a unit of that charge, so ∇²v = −4πρ. The grid points are r_G = h n with n an integer vector, and a grid sum is written

⟨f⟩ = h³ Σ_G f(r_G).

An atom sits at R, and s = r − R. The functions S_L(s) = s^l Y_L are solid harmonics with real orthonormal Y_L and L = (l, m), for l ≤ l_max; in particular S_00 = 1/√(4π) and S_1x = √(3/4π) s_x. The shape functions share one radial weight w(s) ≥ 0:

g_L = N_l w S_L,   1/N_l = ∫ w s^(2l+2) ds.   (1)

The angular integral of Y_L Y_L' is δ_LL' and the radial one is cancelled by N_l, so ∫ g_L S_L' d³s = δ_LL'. The compensation charge n̂ = Σ_L Q_L g_L then has the multipoles ∫ n̂ S_L = Q_L; its charge is √(4π) Q_00 and its dipole is d_x = √(4π/3) Q_1x. In the PAW method the Q_L are chosen so that the all-electron minus pseudo one-centre charge, less n̂, has no multipoles and no field outside the augmentation sphere. The one-centre terms use n̂ on a radial mesh, where its moments are Q_L. The copy on the Cartesian grid must have the same moments, or the cancellation fails and a long-range field is left over.

Vectors in L carry no index: g, S and Q are columns and ᵀ is the transpose. The symbol ∂_i means ∂/∂R_i at fixed grid points; on a function of s it equals −∇_i. The discrete moment matrix is

M(R) = ⟨g Sᵀ⟩,   M_LL' = ⟨g_L S_L'⟩,   (2)

and sampling n̂ directly gives the discrete moments Mᵀ Q.

The numbers below belong to a model with round parameters: w = (1 − s²/r_c²)^p inside r_c and zero outside, p = 3, r_c = 1.5 bohr, h = 0.4 bohr, l_max = 2, R = (0.05, 0.12, 0.02) bohr. The multipoles, in the order 00; x, y, z; xy, yz, xz, 2z²−x²−y², x²−y², are Q = (−1.1284; 0.1, −0.2, 0.3; 0.05, −0.04, 0.03, 0.06, −0.02) e·bohr^l, a total charge of −4. The substitution u = s²/r_c² gives ∫ w s^(2l+2) ds = ½ r_c^(2l+3) B(l+3/2, p+1) with B the beta function. For l = 0, B(3/2, 4) = 6/(1.5·2.5·3.5·4.5) = 0.101587 and N_0 = 2/(3.375·0.101587) = 5.8333 bohr⁻³. The numerical check produces the numbers and carries out the tests mentioned.

**First design: sample the analytic functions**

For an integrable f, the function F(R) = ⟨f(r − R)⟩ is unchanged by R → R + h m with m integer, since the shift only relabels the points. It has a Fourier series in K = 2πn/h. Its coefficient is h⁻³ ∫_cell F(R) e^(iK·R) d³R. Setting s = r_G − R gives e^(iK·R) = e^(−iK·s), because e^(iK·r_G) = 1, and the cells belonging to all G tile space, so the coefficient is f̂(K) = ∫ f(s) e^(−iK·s) d³s. This is Poisson summation:

⟨f(r − R)⟩ = Σ_K f̂(K) e^(−iK·R).   (3)

With f = g_L S_L' the K = 0 term is δ_LL', so

M_LL'(R) = δ_LL' + Σ_(K≠0) [g_L S_L']^(K) e^(−iK·R).   (4)

M is grid-periodic and its average over a cell is the unit matrix. The remaining terms depend on R, and they are present for L ≠ L' as well, because e^(−iK·s) contains every angular momentum and orthogonality of the Y_L no longer removes them. Two elements have a direct reading. With the unit-charge shape φ = g_00/√(4π) = N_0 w/4π, the deposited charge is ⟨φ⟩ = M_00,00, and the dipole that a spherical charge acquires is ⟨φ s_x⟩ = M_00,1x/√3. The transform of s_x φ is i ∂φ̂/∂K_x. For spherical φ this derivative is real and odd in K, so only the sine part of e^(−iK·R) survives, and i·(−i) = 1 gives

⟨φ s_x⟩ = Σ_K (∂φ̂/∂K_x) sin(K·R).   (5)

For a Gaussian φ = (α/π)^(3/2) e^(−αs²), completing the square gives φ̂ = e^(−K²/4α) = ε^(n²) with ε = e^(−π²/αh²). Since n² is a sum over directions, (3) factorizes:

⟨φ⟩ = Π_i [1 + 2 Σ_(k≥1) ε^(k²) cos(2πkR_i/h)].

Because ∂_x φ = 2α s_x φ, the dipole is (1/2α) ∂_x⟨φ⟩, which to first order in ε is −(K₁/α) ε sin(K₁R_x) with K₁ = 2π/h = 15.708 bohr⁻¹. For α = 8 bohr⁻², ε = 4.4804×10⁻⁴. The phases K₁R_i are π/4, 0.6π and 0.1π, with cosines 0.7071, −0.3090 and 0.9511 adding to 1.3492. The charge error per unit charge is 2·4.4804×10⁻⁴·1.3492 = 1.209×10⁻³, and the dipole is −(15.708/8)·4.4804×10⁻⁴·0.7071 = −6.22×10⁻⁴ e·bohr; the direct sums give 1.2091×10⁻³ and −6.224×10⁻⁴ and are tested against the full series.

For the compact weight the angular average of e^(−iK·s) is sin(Ks)/Ks = Σ_k (−1)^k (Ks)^(2k)/(2k+1)!. Integrating term by term with the beta integral and x = K r_c,

φ̂ = Σ_k (−1)^k x^(2k)/(2k+1)! · B(k+3/2, p+1)/B(3/2, p+1).

The ratio of beta functions is Γ(k+3/2) Γ(ν+1)/[Γ(3/2) Γ(k+ν+1)] with ν = p + 3/2. Since Γ(k+3/2)/Γ(3/2) = (2k+1)!!/2^k and (2k+1)! = (2k+1)!! 2^k k!, one has (2k+1)! = 4^k k! Γ(k+3/2)/Γ(3/2). The factor Γ(k+3/2)/Γ(3/2) cancels and the power series of the Bessel function remains:

φ̂ = Σ_k (−1)^k (x/2)^(2k) Γ(ν+1)/[k! Γ(k+ν+1)] = Γ(ν+1) (2/x)^ν J_ν(x).   (6)

Differentiating the series and shifting k by one gives d(x^(−ν)J_ν)/dx = −x^(−ν)J_(ν+1), which with ∂x/∂K_x = r_c K_x/K supplies the derivative in (5). For integer p, J_ν = √(2x/π) j_(p+1), and the spherical Bessel function tends to sin(x − (p+1)π/2)/x at large x. The envelope of φ̂ is therefore Γ(ν+1)(2/x)^ν √(2/πx) ∝ x^(−(p+2)): the error falls as h^(p+2), algebraically, against the Gaussian's e^(−π²/αh²). For p = 3 the oscillating factor is sin x at leading order, with x = 2π r_c/h on the first shell of six K vectors. It equals −1 at r_c/h = k + 3/4 and vanishes at integer r_c/h, where the next term of j_4, 10 cos x/x², still leaves φ̂ at about 10/x of the envelope, 0.4 at r_c/h = 4. A single grid spacing can therefore understate the error or show it in full.

In the model K₁r_c = 23.56, the envelope is 1.30×10⁻⁴ and φ̂(K₁) = −1.196×10⁻⁴. The first shell gives a charge error 2·(−1.196×10⁻⁴)·1.3492 = −3.23×10⁻⁴; the sum over the 222 points inside the sphere gives −3.209×10⁻⁴, and the spurious dipole is 1.265×10⁻⁴ e·bohr. Both are tested against the Bessel series. The first shell is not always so good a guide. At R = 0 it gives 6φ̂(K₁) = −7.18×10⁻⁴, yet over 125 sampled positions that include R = 0 the error runs from −4.42×10⁻⁴ to +7.35×10⁻⁴, so the higher shells, which all enter with phase 1 at R = 0, contribute at least 7.178×10⁻⁴ − 4.424×10⁻⁴ = +2.75×10⁻⁴ there. The average of the charge times cos(K₁R_x) over the shifted grid sums, which by (3) is φ̂(K₁) up to the aliasing of the finite sampling and is half the amplitude of the cos(K₁R_x) term, is −1.195×10⁻⁴, −3.387×10⁻⁶ and −9.90×10⁻⁸ at r_c/h = 3.75, 7.75 and 15.75. The last two give ln(34.2)/ln(15.75/7.75) = 3.532/0.709 = 4.98, against p + 2 = 5. The largest element of M − 1 at the model position is 4.4×10⁻³; the diagonal deviations for 00, 1x and 2xy are −3.2×10⁻⁴, −1.25×10⁻³ and −7.0×10⁻⁴. The average of M over the 5³ positions differs from the unit matrix by 5.9×10⁻⁶; such a finite average still keeps the terms of (4) whose n_i are all multiples of 5.

The atom of charge −4 deposits −3.998778, an error of +1.222×10⁻³ e, of which −4·(−3.209×10⁻⁴) = 1.284×10⁻³ comes from M_00,00 and the rest from the off-diagonal elements. For r > s, 1/|r − s| = Σ_L 4π/(2l+1) S_L(s) S_L(r)/r^(2l+1), so the far-field error is governed by the lowest wrong moment. Here that is the charge: 1.222×10⁻³/40 = 3.06×10⁻⁵ Ha at 40 bohr, matching the direct Coulomb sum, which decays with power 1.00. In a constant potential c the grid energy is c Qᵀ⟨g⟩, which oscillates with R and exerts a force −c Qᵀ⟨∂_i g⟩ where the true force is zero. Differentiation multiplies each term of (3) by K, so on the first shell the spurious force has amplitude c K₁ times that of the charge oscillation, with K₁ = 15.7 bohr⁻¹ here, and that force depends on the arbitrary zero of potential.

**Second design: rescale the charge**

Dividing g_00 by M_00,00 makes the charge of φ exact. It divides the dipole by the same number: 1.2649×10⁻⁴/(1 − 3.209×10⁻⁴) = 1.2653×10⁻⁴ e·bohr. The charge carried by the g_L with l > 0, proportional to M_L,00, is also untouched. A diagonal rescaling cannot remove off-diagonal elements, so the correction has to be a matrix.

**Third design: invert the moment matrix**

Define

C = M⁻¹,   g̃ = C g.   (7)

Then ⟨g̃ Sᵀ⟩ = C⟨g Sᵀ⟩ = C M = 1 at every R. The deposited density is Qᵀg̃ = qᵀg with effective coefficients q = CᵀQ, so the deposit is that of the first design with q in place of Q, and its moments are qᵀM = Qᵀ.

By (1), M = diag(N_l) A with A = ⟨w S Sᵀ⟩. For any vector a, aᵀA a = h³ Σ_G w (aᵀS)² ≥ 0, with equality only if the polynomial aᵀS vanishes at every point where w > 0. M is invertible exactly when no such nonzero polynomial exists, which needs at least (l_max+1)² points and fails on a coarse grid. At h = 1.25 bohr and R = 0 the sphere holds the origin and six axis points; xy, yz and xz vanish on all seven and the rank is 9 − 3 = 6. At h = 0.4 bohr the condition number is 1.011 and the correction is small: q − Q is −3.5×10⁻⁴, 6.4×10⁻⁴ and 6.2×10⁻⁶ for 00, 1x and 2xy.

Many modifications of g_L restore its moments, and (7) selects a definite one. The change δ* = g̃_L − g_L has the form w λᵀS. Any other admissible change on the points with w > 0 is δ = δ* + η with ⟨η S⟩ = 0, and

⟨δ²/w⟩ = ⟨δ*²/w⟩ + 2λᵀ⟨S η⟩ + ⟨η²/w⟩ = ⟨δ*²/w⟩ + ⟨η²/w⟩.

So δ* is the smallest change in the norm ⟨δ²/w⟩, and being proportional to w it vanishes at r_c like the original function. The program tests this against a minimum-norm solution of the constraints by singular value decomposition. The Gram form and this property need the common weight w; for shape functions with different radial factors, (7) and the force formulas below hold whenever M is invertible.

The corrected atom deposits −4 to all ten printed decimals. The lowest wrong moment is now l_max + 1 = 3 and the far-field error should fall as r^(−(l_max+2)). The direct Coulomb sum gives an rms error of 4.68×10⁻¹⁰ Ha at 40 bohr and 2.92×10⁻¹¹ Ha at 80 bohr, a power of 4.00.

**The potential coefficients**

Let E depend on the total grid density ρ_G, of which qᵀg is a part, and let v_G = h⁻³ ∂E/∂ρ_G. For an external potential E = ⟨ρ v⟩ this is immediate. For the Hartree energy E = ½⟨ρ v⟩, with v obtained from the kernel 4π/k² on the discrete wave vectors k ≠ 0 of the cell, the kernel is real and even in k, the map from ρ to v is symmetric, and the two equal terms of the derivative cancel the ½. Any change of the density gives δE = ⟨v δρ⟩ at first order. Varying Q,

∂E/∂Q = ⟨g̃ v⟩ = C W⁰ ≡ W,   W⁰ = ⟨g v⟩.   (8)

In PAW, Q_L = Σ_ij D_ij Δ_Lij + const, with D the atomic density matrix and Δ fixed atomic integrals. The chain rule puts Σ_L W_L Δ_Lij into the nonlocal Hamiltonian and −Σ_L W_L ∂_iQ_L into the projector part of the force, so W must replace W⁰ in both.

W has a second meaning. Let v_fit = WᵀS. Then ⟨g (v − v_fit)⟩ = W⁰ − M W = 0, and dividing row L by N_l gives ⟨w S (v − v_fit)⟩ = 0. These are the normal equations for minimizing ⟨w (v − aᵀS)²⟩ over a: v_fit is the w-weighted least-squares fit of v by solid harmonics on the grid points.

**What goes wrong if the force ignores C(R)**

The obvious next move keeps the force expression of the first design with q in place of Q:

F_i^naive = −qᵀ⟨∂_i g v⟩.

This moves the functions g with q frozen, and a density with frozen q does not keep its charge. Under v → v + c the naive force changes by −c qᵀ⟨∂_i g⟩, which is −c times the gradient of that frozen-q charge, while the corrected energy changes by the constant c√(4π) Q_00. The naive force is therefore not the gradient of the energy. In the model the shift for c = 1 Ha is (0.01342, 0.00635, −0.00630) Ha/bohr, tested against a finite difference of the frozen-q charge. The first shell sets the scale, 4·2·1.196×10⁻⁴·15.708 = 0.015 Ha/bohr times sin(K₁R_i), but does not give the components: it yields 0.0143 for y. The differentiated series converges one power of K more slowly, and the Q_L with l > 0 also contribute.

**The consistent force**

At fixed Q, ∂_i(QᵀC g) = QᵀC ∂_i g + Qᵀ(∂_iC) g. Differentiating C M = 1 gives (∂_iC) M + C ∂_iM = 0, so ∂_iC = −C (∂_iM) C. Then

∂_iE = qᵀ⟨∂_i g v⟩ − QᵀC (∂_iM) C ⟨g v⟩ = qᵀ⟨∂_i g v⟩ − qᵀ(∂_iM) W,

F_i = −qᵀ⟨∂_i g v⟩ + qᵀ(∂_iM) W.   (9)

Both factors of (2) depend on R: ∂_iM = ⟨∂_i g Sᵀ⟩ + ⟨g ∂_iSᵀ⟩. The gradient commutes with the Laplacian, so ∇_iS_L' is a homogeneous harmonic polynomial of degree l' − 1 and lies in the span of the S_L: ∇_iS = T^i S with a constant matrix T^i, for example T^x_(1x,00) = √3. Hence ∂_iS = −T^i S and

∂_iM = ⟨∂_i g Sᵀ⟩ − M (T^i)ᵀ.

In (9) the first part gives qᵀ⟨∂_i g SᵀW⟩ = qᵀ⟨∂_i g v_fit⟩. The second gives −qᵀM (T^i)ᵀW = −Qᵀ(T^i)ᵀW = −WᵀT^i Q, where the exact moments qᵀM = Qᵀ were used. Collecting,

F_i = −WᵀT^i Q − ⟨(v − v_fit) qᵀ∂_i g⟩.   (10)

Under v → v + c, the added potential is c√(4π) S_00, W⁰ gains c√(4π) times the 00 column of M, and W gains c√(4π) in its 00 entry only. Then v − v_fit is unchanged and so is the first term, since ∇S_00 = 0 makes the 00 row of T^i zero. The force is independent of the potential zero.

A harmonic polynomial of degree ≤ l_max in r remains one in s, since translation preserves both properties, so v = aᵀS for some a. Then W⁰ = M a, W = a and v = v_fit. The energy is Qᵀa and the force is −aᵀT^iQ = −∫ n̂ ∇_iv, both the continuum values, at any h for which M is invertible. This is the regime of fields from distant charges, expanded to order l_max. The force on a multipole of order l needs the order l + 1 of the potential, so the force on Q_L with l = l_max comes from the second term of (10) and keeps a grid error. The lower Q_L acquire a grid error from that order as well: the continuum integral of ∂_i g_L against a harmonic of degree l_max + 1 vanishes for l < l_max, but its grid sum does not, and a large Q_00 can make this the larger part.

Differentiating the sum term by term assumes that points crossing r_c cause no jump. A point near the edge contributes ∝ (r_c − s)^p to the energy and ∝ p(r_c − s)^(p−1) to the force, so the energy is continuous for p > 0 and the force for p > 1, which for integer p means p ≥ 1 and p ≥ 2. A function truncated where it is nonzero behaves as p = 0: the moments are still exact, but the energy in a general potential jumps.

The algorithm per atom follows. Collect the points inside r_c and evaluate g and S; form M and invert it, a 9×9 matrix for l_max = 2; deposit qᵀg; solve for v; form W = C⟨g v⟩ for the Hamiltonian; evaluate (10), which needs ∂_i g and the subtraction of v_fit but never ∂_iM.

**Worked example: a quadratic harmonic potential**

Take v = v₀ + a·r + ½ r·B·r with v₀ = −1 Ha, a = (0.05, −0.02, 0.03) Ha/bohr and traceless B with xx, yy, zz, xy, xz, yz elements 0.02, −0.03, 0.01, 0.01, 0, 0.005 Ha/bohr². The continuum force is −∫ n̂ (a + BR + Bs) = 4(a + BR) − B d, with d = 2.04665·(0.1, −0.2, 0.3) e·bohr. The gradient at R is

x: 0.05 + 0.001 + 0.0012 = 0.0522
y: −0.02 + 0.0005 − 0.0036 + 0.0001 = −0.0230
z: 0.03 + 0.0006 + 0.0002 = 0.0308

and B d = 2.04665·(0.002 − 0.002, 0.001 + 0.006 + 0.0015, −0.001 + 0.003) = (0, 0.017397, 0.004093). The exact force is (0.208800, −0.109397, 0.119107) Ha/bohr. For the energy, v(R) = −1 + 0.0007 − 0.000117 = −0.999417 Ha gives 3.997668, the dipole term is 2.04665·0.01906 = 0.039009, and the quadrupole term needs the l = 2 coefficients of ½ s·B·s = 0.01 xy + 0.005 yz + 0.0025(2z²−x²−y²) + 0.0125(x²−y²). Dividing by the normalizations √(15/4π), √(15/4π), √(5/16π) and √(15/16π) gives 0.009153, 0.004576, 0.007927 and 0.022882; multiplying by 0.05, −0.04, 0.06 and −0.02 and adding gives 0.000293. The total is 4.036970 Ha.

The grid results, in Ha/bohr, are

first design: (0.195826, −0.115811, 0.125240)
naive: (0.195843, −0.115670, 0.125255)
consistent: (0.208800, −0.109397, 0.119107)

Forms (9) and (10) are both tested against continuum quadrature to 10⁻¹¹ Ha/bohr, and the corrected energy 4.036970 Ha likewise; the first design gives 4.035711 Ha, low by 1.26×10⁻³ Ha, close to v(R) times the charge error, −1.22×10⁻³ Ha. The force of the first design is the true gradient of its own energy, yet it misses the exact force by 0.81 eV/Å in norm. The naive force is almost the same, since the two differ only by (q − Q)ᵀ⟨∂_i g v⟩: correcting the density without ∂C leaves the force error in place. By (9), naive minus consistent is −qᵀ(∂_iM)W, and since the 00 column of ∂_iM is ⟨∂_i g⟩/√(4π), its W_00 part is W_00/√(4π) times the shift per hartree. Here that is −0.9994·0.01342 = −0.01341 for x, against the full difference 0.195843 − 0.208800 = −0.01296.

One degree higher the exactness is lost. For v = 0.01 xyz Ha (lengths in bohr) the consistent force still agrees with the finite difference of the grid energy but differs from the continuum force by (−2.3, −6.1, 9.6)×10⁻⁶ Ha/bohr.

**Worked example: periodic Hartree energy**

A cell of 24³ points and side 9.6 bohr holds two atoms with the same Q at R₁ = (3.25, 4.92, 4.82) and R₂ = (6.53, 4.87, 5.11) bohr, and a fixed smooth density of charge +8. R₁ differs from the model R by a grid vector and has the same M. The first design leaves a net charge of 2.0×10⁻⁴ e, so the second atom's error is 2.0×10⁻⁴ − 1.222×10⁻³ = −1.02×10⁻³ e; dropping k = 0 neutralizes the remainder without notice. The corrected cell is neutral to rounding, 3×10⁻¹⁵ e, and its Hartree energy is 6.3203 Ha. The derivative ∂E/∂Q_00 by finite differences is −6.322147 Ha/e, equal to W_00; W⁰_00 = −6.319936 is off by 2.2×10⁻³, or 3.5×10⁻⁴ of W_00. The forces on atom 1, in Ha/bohr, are

naive: (1.62085, −0.78669, 0.37931)
consistent: (1.64129, −0.77740, 0.37222)

and the consistent one, (84.40, −39.98, 19.14) eV/Å, is tested against the finite difference of the energy to 10⁻⁶ Ha/bohr. The naive force is off by 1.21 eV/Å in norm. The cell average of v is zero, but the fitted constant in the sphere is −6.322/√(4π) = −1.783 Ha, and its part of the error is −1.783·(0.01342, 0.00635, −0.00630) = (−0.0239, −0.0113, 0.0112), against the full (−0.0204, −0.0093, 0.0071).

The first term of (10) alone is (2.50, −2.31, 2.55) Ha/bohr, far from the total, so the second term is (−0.86, 1.53, −2.17). It is not a small grid correction when v is not harmonic in the sphere, and here v includes the atom's own field and that of the overlapping smooth density. In the continuum, where M = 1 and (10) holds as an identity, the self-force vanishes by translation invariance, so the self-field parts of the two terms cancel. The self-field contributes to W_1m in proportion to Q_1m, which puts −√3 W_1m Q_00 into the first term and its negative into the second. With Q_00 < 0 that piece of the second term points along −(0.1, −0.2, 0.3). The computed second term has this sign pattern, with ratios 8.6, 7.7 and 7.2; that this piece dominates is a conjecture from the pattern.

**What stays position dependent**

The constraints fix the moments against harmonic polynomials up to l_max and nothing else. The function s² is not harmonic, and the corrected density has ⟨n̂ s²⟩ in error by 1.6×10⁻³ e·bohr² relative to the continuum value. A potential with sources inside the sphere couples to this moment; the self-potential begins as v(0) − (2π/3) n̂(0) s² for the spherical part, since ∇²s² = 6. The grid self-energy of a single atom in the periodic cell, 7.679 Ha at R₁, therefore still oscillates. Over ten positions along x within one grid spacing its peak-to-peak variation is 4.4×10⁻³ Ha for the first design and 5.7×10⁻³ Ha after correction, 7×10⁻⁴ of the self-energy: with the zero-mean potential used here, the correction makes this particular variation larger. Nothing above forbids that. The density changes by (q − Q)ᵀg, so the energy changes by (q − Q)ᵀW⁰ at first order, a position-dependent amount that may add to the existing variation or subtract from it. The uncorrected figure is also tied to the convention for k = 0, because a shift c of the potential adds c times a position-dependent charge, while the corrected figure is not; the ordering of the two figures therefore holds for this convention only, and a sufficiently large shift reverses it. A conjecture for the size is that the aliasing error of the compact weight arises at its edge and samples the self-potential near r_c, whereas the correction removes a charge weighted with the average of that potential under w, which is deeper. Equation (10) is the exact gradient of the grid energy including this oscillation, so energy and force remain consistent, but the moment constraints do not remove the oscillation. It is a discretization error that vanishes as h → 0, but like φ̂(K₁) its size oscillates with r_c/h, so a slightly finer grid need not reduce it.

Numbers as computed

```
rc, h = 1.50 0.40 bohr
R = 0.05 0.12 0.02 bohr
Q_L = -1.1284 0.1000 -0.2000 0.3000 0.0500 -0.0400 0.0300 0.0600 -0.0200 e bohr^l
N_0, N_1, N_2 = 5.833333 9.506173 10.984911 bohr^-(2l+3)
Gaussian alpha = 8.0 bohr^-2
Gaussian eps = 4.480398e-04 
Gaussian unit charge error = 1.209071e-03 e
Gaussian spurious dipole x = -6.224166e-04 e bohr
grid points inside sphere = 222
K1 rc, form factor f(K1), envelope = 2.356194e+01 -1.196260e-04 1.301296e-04 
unit charge error: direct, series = -3.208985e-04 -3.208987e-04 e
spurious dipole x: direct, series = 1.264910e-04 1.264913e-04 e bohr
dipole x after charge-only rescaling = 1.265316e-04 e bohr
max|M-1|, cond(M) = 4.433801e-03 1.011283e+00 (a.u.)
M_LL - 1 for 00, 1x, 2xy = -3.208985e-04 -1.250061e-03 -6.997384e-04 
max|cell average of M - 1| = 5.86e-06 (a.u.)
M00-1 over cell: min, max = -4.424217e-04 7.347638e-04 
first harmonic at rc/h 3.75 7.75 15.75 = -1.1952e-04 -3.3873e-06 -9.9028e-08 
observed power of h = 4.981 
h = 1.25 bohr, R = 0: points = 7  rank of M = 6
deposited charge: raw, corrected = -3.9987776880 -4.0000000000 e
q - Q for 00, 1x, 2xy = -3.484763e-04 6.413898e-04 6.172300e-06 e bohr^l
far-field rms error 40, 80 bohr, raw = 3.058e-05 1.528e-05 Ha
  decay power = 1.001 
far-field rms error 40, 80 bohr, corrected = 4.677e-10 2.921e-11 Ha
  decay power = 4.001 
v0 (Ha), a (Ha/bohr) = -1.00 0.05 -0.02 0.03 
B xx yy zz xy xz yz = 0.020 -0.030 0.010 0.010 0.000 0.005 Ha/bohr^2
E raw, corrected, exact = 4.03571142 4.03696976 4.03696976 Ha
quadratic v, F uncorrected = 0.19582587 -0.11581124 0.12524018 Ha/bohr
quadratic v, F naive = 0.19584339 -0.11567025 0.12525452 Ha/bohr
quadratic v, F consistent = 0.20880000 -0.10939655 0.11910669 Ha/bohr
quadratic v, F exact = 0.20880000 -0.10939655 0.11910669 Ha/bohr
quadratic v, |F uncorrected - exact| = 0.8083 eV/Angstrom
naive force shift for v -> v + 1 Ha = 0.013420 0.006354 -0.006296 Ha/bohr
v = 0.01 xyz: F consistent - exact = -2.315e-06 -6.059e-06 9.578e-06 Ha/bohr
s^2 moment error after correction = 1.572e-03 e bohr^2
cell length = 9.6 bohr
R1, R2 = 3.25 4.92 4.82 6.53 4.87 5.11 bohr
net cell charge: raw, corrected = 2.008e-04 2.785e-15 e
Hartree energy = 6.320316 Ha
W_00: raw, corrected, finite diff = -6.3199362 -6.3221471 -6.3221471 Ha/e
Hartree F1 naive = 1.6208486 -0.7866921 0.3793059 Ha/bohr
Hartree F1 consistent = 1.6412876 -0.7773951 0.3722235 Ha/bohr
Hartree F1 finite diff = 1.6412875 -0.7773951 0.3722235 Ha/bohr
  multipole part -W.T.Q = 2.5018944 -2.3108448 2.5462154 Ha/bohr
Hartree F1 consistent = 84.3984 -39.9753 19.1405 eV/Angstrom
|F1 naive - consistent| = 1.2107 eV/Angstrom
single-atom self-energy = 7.67924 Ha
its peak-to-peak along x: raw, corrected = 4.426e-03 5.702e-03 Ha
```
